# The π²/6 coefficient in the tunnelling specific heat of silica

## The linear law and its coefficient

Take a single system with two energy levels, the lower at energy zero and the upper at energy $E$, in contact with a heat bath at temperature $T$. The two levels have Boltzmann weights $1$ and $e^{-E/k_BT}$, so the upper one is occupied with probability $e^{-E/k_BT}/(1+e^{-E/k_BT})$. Multiplying numerator and denominator by $e^{E/k_BT}$ gives the mean energy

$$ u(T) = \frac{E}{e^{E/k_BT}+1} . $$

At temperatures far below $E/k_B$ the system stays in its lower level and $u$ is close to zero. At temperatures far above $E/k_B$ both levels are almost equally occupied, and $u$ is close to $E/2$. It can rise no further, because there is no third level. The system therefore takes up heat mainly while $k_BT$ passes through the neighbourhood of $E$.

The heat capacity makes this quantitative. Hold the splitting $E$ fixed while $T$ changes, and write $x = E/k_BT$, so that $dx/dT = -x/T$. Then

$$ \frac{du}{dT} = -\frac{E\, e^x}{(e^x+1)^2}\,\frac{dx}{dT} = \frac{E}{T}\,\frac{x\, e^x}{(e^x+1)^2} . $$

Since $E/T = k_B x$, this is $k_B c(x)$ with

$$ c(x) = \frac{x^2 e^x}{(e^x+1)^2} = \frac{x^2}{4\cosh^2(x/2)} . $$

The second form follows on dividing numerator and denominator by $e^x$, because $(e^x+1)^2e^{-x} = (e^{x/2}+e^{-x/2})^2$.

For small $x$, which means high temperature, $c \approx x^2/4$, and the heat capacity falls as $T^{-2}$. For large $x$ it is close to $x^2e^{-x}$, which is exponentially small. Between these limits lies a maximum. Setting the derivative of $\ln c = 2\ln x - 2\ln\cosh(x/2) - \ln 4$ to zero gives $2/x = \tanh(x/2)$, or

$$ x\tanh(x/2) = 2 . $$

The left side increases steadily from zero, so there is one solution. It is $x = 2.3994$, where $c = 0.4392$. A single splitting thus produces a hump in the heat capacity, and nothing resembling a straight line through the origin.

Silica glass contains many such systems with different splittings. In the usual picture, a small group of atoms in the disordered network has two nearby arrangements, and it can tunnel between them. Let $\Delta\ge 0$ be the energy difference between the two arrangements without tunnelling, called the asymmetry, and let $\Delta_0$ be the tunnelling energy that connects them. In the basis of the two arrangements, with energies measured from their mean,

$$ H = \frac12\begin{pmatrix} \Delta & \Delta_0 \\ \Delta_0 & -\Delta \end{pmatrix} . $$

Squaring this matrix gives $\frac14(\Delta^2+\Delta_0^2)$ times the unit matrix, since the off-diagonal products cancel. Each eigenvalue is therefore $+\frac12\sqrt{\Delta^2+\Delta_0^2}$ or $-\frac12\sqrt{\Delta^2+\Delta_0^2}$. The trace of $H$ vanishes, so one eigenvalue has each sign. The splitting is

$$ E = \sqrt{\Delta^2+\Delta_0^2} . $$

The choice of energy zero shifts $u$ by a constant and leaves the heat capacity unchanged. With $\Delta$ and $\Delta_0$ held fixed, the heat capacity of a system in equilibrium therefore depends on them through $E$ alone.

Now comes the assumption that produces the linear law. Let $n_0\,dE$ be the number of two-level systems per volume whose splitting lies between $E$ and $E+dE$, with $n_0$ independent of $E$ from zero up to energies far above $k_BT$. Let the systems be independent, so that their energies add, and let all of them reach equilibrium during the measurement. The algebra uses atomic units, in which $\hbar=1$, and keeps $k_B$ as a symbol. The heat capacity per volume is then

$$ C = \int_0^\infty n_0\, k_B\, c\!\left(\frac{E}{k_BT}\right) dE = n_0 k_B^2 T J, \qquad J = \int_0^\infty c(x)\,dx , $$

where $dE = k_BT\,dx$ has been used. The integral converges, because $c(x)\le x^2e^{-x}$.

The proportionality to $T$ is already established, and it needed no knowledge of $J$. It comes from the change of variable. A constant density contains no energy scale of its own, so the temperature sets the width of the range of splittings that respond. About $n_0k_BT$ systems per volume lie in that range, and each contributes a heat capacity of order $k_B$. When the temperature is doubled, the systems that were active become more nearly saturated, while systems with larger splittings take their place, and there are twice as many in the new range.

The number $J$ remains to be found. The factor multiplying $x^2$ in $c(x)$ is a derivative,

$$ \frac{e^x}{(e^x+1)^2} = -\frac{d}{dx}\,\frac{1}{e^x+1} , $$

so integration by parts gives

$$ J = \left[-\frac{x^2}{e^x+1}\right]_0^\infty + 2\int_0^\infty \frac{x}{e^x+1}\,dx . $$

The bracket vanishes at the lower end because of $x^2$ and at the upper end because of the exponential. The remaining integral can be expanded in decaying exponentials. For any whole number $N$, the finite geometric sum gives

$$ \frac{1}{e^x+1} = \sum_{n=1}^{N}(-1)^{n+1}e^{-nx} + (-1)^N\frac{e^{-(N+1)x}}{1+e^{-x}} . $$

To confirm it, multiply both sides by $1+e^{-x}$. On the right, neighbouring terms of the sum cancel and leave $e^{-x}-(-1)^Ne^{-(N+1)x}$, and the last term removes the second piece. On the left stands $(1+e^{-x})/(e^x+1) = e^{-x}$ as well.

Each exponential is integrated by parts,

$$ \int_0^\infty x e^{-nx}dx = \left[-\frac{x e^{-nx}}{n}\right]_0^\infty + \frac1n\int_0^\infty e^{-nx}dx = \frac{1}{n^2} . $$

In the remainder the denominator $1+e^{-x}$ exceeds one, so the remainder contributes less in magnitude than $\int_0^\infty x e^{-(N+1)x}dx = 1/(N+1)^2$. This tends to zero as $N$ grows, and therefore

$$ J = 2\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2} . $$

The sum follows from a Fourier series. Take $f(\theta)=\theta^2$ for $-\pi\le\theta\le\pi$ and repeat it with period $2\pi$. The repeated function is continuous, because $f(-\pi)=f(\pi)$, and it is even, so only a constant and cosines occur. The constant is the mean value,

$$ \frac{1}{2\pi}\int_{-\pi}^{\pi}\theta^2 d\theta = \frac{\pi^2}{3} . $$

The coefficient of $\cos n\theta$ is

$$ a_n = \frac1\pi\int_{-\pi}^{\pi}\theta^2\cos n\theta\,d\theta = -\frac{2}{\pi n}\int_{-\pi}^{\pi}\theta\sin n\theta\,d\theta , $$

where the boundary term is zero because $\sin n\pi=0$. A second integration by parts gives

$$ \int_{-\pi}^{\pi}\theta\sin n\theta\,d\theta = \left[-\frac{\theta\cos n\theta}{n}\right]_{-\pi}^{\pi} + \frac1n\int_{-\pi}^{\pi}\cos n\theta\,d\theta = -\frac{2\pi(-1)^n}{n} . $$

The last integral vanishes over a full period. The two minus signs combine to $a_n = 4(-1)^n/n^2$, and

$$ \theta^2 = \frac{\pi^2}{3} + 4\sum_{n=1}^{\infty}\frac{(-1)^n}{n^2}\cos n\theta, \qquad -\pi\le\theta\le\pi . $$

The equality holds at every point of the interval. The coefficients have a finite absolute sum, so the series converges uniformly to a continuous function, and a continuous periodic function is determined by its Fourier coefficients. At $\theta=0$ the left side is zero, which gives

$$ \sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2} = \frac{\pi^2}{12} . $$

Hence $J = 2\times\pi^2/12 = \pi^2/6$, and

$$ C = \frac{\pi^2}{6}\,n_0k_B^2T . $$

Direct quadrature of $c(x)$ gives $J=1.64493407$, equal to $\pi^2/6$ in all the digits shown. The first 2000 terms of the series give $1.64493382$. The difference is $2.5\times10^{-7}$, below the bound $2/2001^2 = 5.0\times10^{-7}$ on the remainder.

The thermal energy per volume contains the integral that the integration by parts produced,

$$ U = n_0\int_0^\infty\frac{E\,dE}{e^{E/k_BT}+1} = n_0(k_BT)^2\int_0^\infty\frac{x\,dx}{e^x+1} = \frac{\pi^2}{12}\,n_0(k_BT)^2 . $$

Its temperature derivative restores $C$, with the factor two coming from $T^2$.

The role of saturation becomes visible when each two-level system is replaced by a harmonic oscillator with the same level spacing $E$. The mean energy of an oscillator above its ground state is $E/(e^x-1)$. The same differentiation and integration by parts give a coefficient

$$ J_{\rm osc} = \int_0^\infty\frac{x^2e^x}{(e^x-1)^2}\,dx = 2I, \qquad I = \int_0^\infty\frac{x\,dx}{e^x-1} . $$

The boundary term vanishes here too, since $x^2/(e^x-1)$ behaves as $x$ near zero. The two cases are linked by the identity

$$ \frac{1}{e^x+1} = \frac{1}{e^x-1} - \frac{2}{e^{2x}-1} , $$

which follows from $e^{2x}-1=(e^x-1)(e^x+1)$. Multiply it by $x$ and integrate. In the last term put $y=2x$, so that $2x\,dx = y\,dy/2$, and the term becomes $I/2$. Therefore

$$ \frac{J}{2} = I - \frac{I}{2} = \frac{I}{2} , $$

so $I = J = \pi^2/6$ and $J_{\rm osc} = \pi^2/3$. Quadrature gives $3.289868$. The two-level systems have half the coefficient of the oscillators. At small $x$ an oscillator contributes a full $k_B$, because its ladder of levels has no top, whereas a two-level system contributes $k_Bx^2/4$.

For numbers, take bulk vitreous silica with the rough typical value $n_0 = 1.0\ \mathrm{eV^{-1}\,nm^{-3}}$ at $T=0.10$ K. The thermal energy is $k_BT = 8.617\times10^{-6}$ eV, and the peak of $c$ belongs to a splitting of $2.3994\,k_BT = 2.07\times10^{-5}$ eV. With $k_B = 8.617\times10^{-5}$ eV/K,

$$ \frac{C}{T} = 1.6449\times1.0\times(8.617\times10^{-5})^2 = 1.22\times10^{-8}\ \mathrm{eV\,K^{-2}\,nm^{-3}} . $$

This equals $1.22\times10^{-11}\ \mathrm{eV\,K^{-2}}$ per cubic angstrom, or $1.96\ \mathrm{J\,K^{-2}\,m^{-3}}$. At 0.10 K the heat capacity is $1.22\times10^{-9}\ \mathrm{eV\,K^{-1}\,nm^{-3}}$, or $0.196\ \mathrm{J\,K^{-1}\,m^{-3}}$.

A cube of edge 500 nm inside the glass has the volume $1.25\times10^8\ \mathrm{nm^3}$. It holds $1.25\times10^8\times8.617\times10^{-6} = 1077$ systems per energy interval $k_BT$, and neighbouring splittings are $8.0\times10^{-9}$ eV apart on average. This permits a test without the integral. Evenly spaced splittings at that distance, reaching up to $60\,k_BT$, were summed one by one, and the energy was differentiated numerically. The sum gives 0.152688 eV/K, and the formula gives the same six digits. This close agreement belongs to even spacing. If the splittings are instead placed independently at random with the same mean density, $C$ scatters from cube to cube by the relative amount $\sqrt{\int_0^\infty c^2dx/1077}\,/J$, which is 1.3 percent. To warm the tunnelling systems of this cube from 0.05 K to 0.10 K takes

$$ \frac12\times1.2215\times10^{-8}\times1.25\times10^8\times(0.10^2-0.05^2) = 0.0057\ \mathrm{eV} . $$

## Limits of the law: spectrum, time and phonons

The symbols carried over are these. A two-level system has asymmetry $\Delta\ge0$, tunnelling energy $\Delta_0$ and splitting $E=\sqrt{\Delta^2+\Delta_0^2}$. With $x=E/k_BT$ its heat capacity is $k_Bc(x)$, where $c(x)=x^2e^x/(e^x+1)^2=x^2/[4\cosh^2(x/2)]$. A constant density $n_0$ per volume and per splitting gives $C=Jn_0k_B^2T$ with $J=\int_0^\infty c\,dx=\pi^2/6$. The example has $n_0=1.0\ \mathrm{eV^{-1}\,nm^{-3}}$ and $T=0.10$ K, where $k_BT=8.617\times10^{-6}$ eV. Atomic units with $\hbar=1$ are used in the algebra.

The density that must be constant is the density in $E$. Suppose instead that all systems share one value of $\Delta_0$ and that their asymmetries have a constant density $g$. No splitting is then smaller than $\Delta_0$, and the spectrum has a gap. With $y=\Delta/k_BT$ and $b=\Delta_0/k_BT$,

$$ C = g k_B^2T\int_0^\infty c\!\left(\sqrt{b^2+y^2}\right)dy . $$

For $b\gg1$ the argument is large throughout, and $c(x)\approx x^2e^{-x}$. The exponential restricts $y$ to values of order $\sqrt b$, where $\sqrt{b^2+y^2}\approx b+y^2/2b$. To leading order the integral is a Gaussian one,

$$ b^2e^{-b}\int_0^\infty e^{-y^2/2b}dy = b^2e^{-b}\sqrt{\frac{\pi b}{2}} . $$

For $b=20$ this is $2.8\times10^{-6}$ of $\pi^2/6$, and quadrature of the full integral gives $3.0\times10^{-6}$. The heat capacity is exponentially small, and no linear law appears at low temperature. In the opposite limit, $b\ll1$, the gap is negligible on the scale of $k_BT$ and the linear law returns with $g$ in place of $n_0$.

A real density of splittings also ends somewhere. If it is constant up to $E_{\max}$ and zero above, the integral stops at $X=E_{\max}/k_BT$. The missing part obeys

$$ \int_X^\infty c\,dx \le \int_X^\infty x^2e^{-x}dx = (X^2+2X+2)e^{-X} , $$

as differentiation of the right side with respect to $X$ confirms. With $E_{\max}=1.0$ meV, chosen for illustration, $X=116$ at 0.10 K, and the loss is about $3.3\times10^{-47}$ of $J$. At 1 K, $X=11.6$ and the loss is 0.089 percent.

At high temperature the whole band saturates. Since $\cosh^2(x/2)\ge1$, we have $c\le x^2/4$, and the integral up to $X$ is at most $X^3/12$. At 300 K, $X=0.0387$, and a share of $2.9\times10^{-6}$ of $J$ is left. The band holds $n_0E_{\max}=10^{-3}$ systems per cubic nanometre, and each contributes at most $k_BX^2/4=3.7\times10^{-4}\,k_B$. The same volume contains tens of atoms, whose vibrations contribute of order $k_B$ each at room temperature. A band of this width is therefore irrelevant to the heat capacity there. The same bound applies to the lower end: if the splittings below $E_{\min}$ are absent, at most $(E_{\min}/k_BT)^3/12$ is removed from $J$. Systems with very small splittings are saturated and hardly matter.

The assumption that every system reaches equilibrium is more delicate. The tunnelling energy falls exponentially with the width of the barrier and with the square root of its height, so write $\Delta_0=We^{-\lambda}$, with $W$ a fixed energy. The standard tunnelling model takes $\lambda$ and $\Delta$ to be uniformly distributed. Since $|d\lambda|=d\Delta_0/\Delta_0$, the number of systems per volume is

$$ P\,d\Delta\,\frac{d\Delta_0}{\Delta_0} $$

with constant $P$. Replace $\Delta$ and $\Delta_0$ by $E$ and $u=\Delta_0/E$. At fixed $\Delta_0$, the relation $\Delta=\sqrt{E^2-\Delta_0^2}$ gives $d\Delta=E\,dE/\Delta=dE/\sqrt{1-u^2}$. At fixed $E$, $d\Delta_0/\Delta_0=du/u$. The distribution becomes

$$ P\,dE\,\frac{du}{u\sqrt{1-u^2}}, \qquad 0<u\le1 . $$

It does not depend on $E$, as the linear law requires, but its integral over $u$ diverges logarithmically at small $u$. Those are the systems that tunnel slowly, and the duration of the measurement decides how many of them count.

Their relaxation rate follows from the coupling to sound waves. A strain changes the asymmetry and so adds a term proportional to $\sigma_z$, the diagonal matrix with entries $1$ and $-1$. Define an angle $\phi$ by $\cos\phi=\Delta/E$ and $\sin\phi=\Delta_0/E$. The eigenvectors of $H$ are $(\cos\frac\phi2,\sin\frac\phi2)$ and $(-\sin\frac\phi2,\cos\frac\phi2)$, and the matrix element of $\sigma_z$ between them is

$$ -2\sin\frac\phi2\cos\frac\phi2 = -\sin\phi = -\frac{\Delta_0}{E} . $$

By the golden rule, the rate of a transition with one phonon is proportional to the square of this element, $u^2$. It is also proportional to the number of phonon modes per frequency at $\omega=E$, which grows as $\omega^2$ for sound waves in three dimensions, and to the squared strain of one phonon. The squared displacement of one quantum varies as $1/\omega$, and strain contains one more factor of the wavenumber, so the squared strain varies as $\omega^2/\omega=\omega$. Together these factors give $E^3u^2$.

Emission carries the further factor $\nu+1$ and absorption the factor $\nu$, with $\nu=1/(e^x-1)$. If $p$ is the occupation of the upper level, and $w_\downarrow$ and $w_\uparrow$ are the two rates, then

$$ \frac{dp}{dt} = -w_\downarrow p + w_\uparrow(1-p) = -(w_\downarrow+w_\uparrow)(p-p_{\rm eq}), \qquad p_{\rm eq}=\frac{w_\uparrow}{w_\downarrow+w_\uparrow} . $$

The occupation relaxes at the sum of the rates, which contains $2\nu+1=\coth(x/2)$. The relaxation rate is therefore $Ru^2$ with

$$ R = r\left(\frac{E}{E_r}\right)^3\coth\frac{E}{2k_BT} . $$

Here $E_r$ is $k_B$ times 0.1 K, and $r=5\times10^4\ \mathrm{s^{-1}}$ is a rough value for silica. The law holds for weak coupling, one-phonon processes and bulk sound waves.

At a time $t$ after a small temperature step, a system has made the fraction $1-e^{-Ru^2t}$ of its adjustment. With $a=Rt$, the effective density of splittings is $P\,\mathcal N(a)$, where

$$ \mathcal N(a) = \int_0^1\frac{1-e^{-au^2}}{u\sqrt{1-u^2}}\,du . $$

For $a\gg1$ this can be evaluated by writing $1/\sqrt{1-u^2}$ as $1$ plus the rest. The first part, with $v=au^2$ and $du/u=dv/2v$, is

$$ \frac12\int_0^a\frac{1-e^{-v}}{v}\,dv . $$

To find its large-$a$ form, let $a$ first be a whole number $m$ and replace $e^{-v}$ by $(1-v/m)^m$. The substitution $s=1-v/m$ gives

$$ \int_0^m\frac{1-(1-v/m)^m}{v}\,dv = \int_0^1\frac{1-s^m}{1-s}\,ds = \sum_{j=1}^m\frac1j , $$

because the integrand is $1+s+\dots+s^{m-1}$. For large $m$ the sum approaches $\ln m+\gamma$, which defines Euler's constant $\gamma=0.5772$. The replacement costs little. From $e^{v/m}\ge1+v/m$ it follows that $e^v(1-v/m)^m\ge(1-v^2/m^2)^m\ge1-v^2/m$, so $e^{-v}$ exceeds $(1-v/m)^m$ by at most $v^2e^{-v}/m$. The integral changes by at most $\int_0^\infty ve^{-v}dv/m=1/m$. Moving $a$ between whole numbers also changes it by at most $1/m$. The first part thus tends to $\frac12(\ln a+\gamma)$.

In the second part the factor multiplying $1-e^{-au^2}$ behaves as $u/2$ at small $u$, so the exponential contributes a term of order $1/a$ and can be dropped. With $w=\sqrt{1-u^2}$ and $du/u=-w\,dw/(1-w^2)$,

$$ \int_0^1\left(\frac{1}{\sqrt{1-u^2}}-1\right)\frac{du}{u} = \int_0^1\frac{1-w}{1-w^2}\,dw = \int_0^1\frac{dw}{1+w} = \ln2 . $$

Adding the parts and using $\ln2=\frac12\ln4$ gives

$$ \mathcal N(a) \approx \frac12\left[\ln(4a)+\gamma\right], \qquad a\gg1 . $$

A direct count over $\Delta$ and $\Delta_0$ at $a=10^4$ agrees with this within 0.1 percent.

The heat capacity at measuring time $t$ is $C=JP\bar{\mathcal N}k_B^2T$, where $\bar{\mathcal N}$ is the average of $\mathcal N$ over $x$ with weight $c(x)/J$. The constant $n_0$ of the linear law stands for $P\bar{\mathcal N}$. At fixed $x$ the splitting is proportional to $T$, so $R$ grows as $T^3$ and, as long as $Rt\gg1$ for the splittings that carry the heat capacity, $\bar{\mathcal N}$ contains $\frac32\ln T$. Under that condition and at fixed $t$,

$$ \frac{d\ln C}{d\ln T} = 1+\frac{3}{2\bar{\mathcal N}} . $$

For $t=10$ s and $T=0.10$ K the average is $\bar{\mathcal N}=9.21$, and the exponent is $1+1.5/9.21=1.163$. Numerical differentiation of $C$, with the full integral for $\mathcal N$, gives the same value. A measurement ten times longer adds $\frac12\ln10=1.15$ to $\bar{\mathcal N}$ and raises $C$ by 12.5 percent. The strictly linear law is thus the limit in which the logarithm is treated as constant.

Sound waves add their own heat. In a periodic box of volume $V$ the wavevectors have density $V/(2\pi)^3$. For one polarization with speed $v$ the frequency is $vq$, and each mode is an oscillator. With $y=vq/k_BT$ the heat capacity per volume is

$$ \frac{k_B}{(2\pi)^3}\int_0^\infty\frac{y^2e^y}{(e^y-1)^2}\,4\pi q^2dq = \frac{k_B}{2\pi^2}\left(\frac{k_BT}{v}\right)^3 K, \qquad K=\int_0^\infty\frac{y^4e^y}{(e^y-1)^2}\,dy . $$

Quadrature gives $K=25.976$. Outside atomic units, $v$ becomes $\hbar v$. One longitudinal wave at 5.8 km/s and two transverse waves at 3.8 km/s, both rough values for silica, give together $1.06\times10^{-8}\,T^3$ in $\mathrm{eV\,K^{-1}\,nm^{-3}}$ with $T$ in kelvin. At 0.10 K this is 0.87 percent of the tunnelling part. The two are equal at

$$ T = \sqrt{\frac{1.2215\times10^{-8}}{1.0579\times10^{-8}}}\ \mathrm{K} = 1.07\ \mathrm{K} , $$

with $n_0$ held at its value for 0.10 K. If $n_0$ is allowed to grow with $\bar{\mathcal N}=9.21+\frac32\ln(T/0.10\ \mathrm{K})$, the crossing moves to about 1.28 K. The tunnelling term therefore exceeds the sound-wave term well below 1 K. The cubic term measured in silica is larger than that of sound waves alone, so in the real glass the linear and cubic terms become equal at a lower temperature than this estimate gives for the same linear term.

Real vitreous silica has a nearly linear term of order $1\ \mathrm{J\,K^{-2}\,m^{-3}}$, so the example is typical in size. The measured exponent is roughly 1.2 to 1.3, above unity, in the direction that the slow systems give, but larger than 1.16. At 0.10 K a tenfold change of $Rt$ either way moves the model exponent only between 1.145 and 1.186. An exponent of 1.2 needs $\bar{\mathcal N}=7.5$, or $Rt$ about 30 times smaller, and 1.3 needs $\bar{\mathcal N}=5$, or $Rt$ about 4500 times smaller. The slow systems of this model thus account for only part of the measured excess. In thin oxide films the assumption of bulk sound waves in silica can fail. At 0.10 K the transverse wavelength is about 1800 nm for a splitting of $k_BT$ and about 600 nm for $3k_BT$, near the middle of the range that carries the heat capacity. Both are far more than the thickness of a gate oxide, so the waves there also depend on the adjoining materials. They are also more than the edge of the 500 nm cube, which was for that reason taken inside bulk glass. Because $\mathcal N$ depends on the product $Rt$, a uniform tenfold increase of the rate would move $C$ by the same 12.5 percent as a tenfold longer time. Interactions between the tunnelling systems are left out, and their effect is not estimated here. The numerical output below lists the values used.

## Calculated quantities

```
COEFFICIENT
integral J by quadrature: 1.64493407
pi^2/6: 1.64493407
J from 2000 series terms: 1.64493382
same integral for oscillators: 3.289868
peak of c at x = E/(kB T): 2.3994
height of that peak: 0.4392
EXAMPLE: bulk silica, rough typical parameters
density n0: 1.0 eV^-1 nm^-3
temperature T: 0.10 K
thermal energy kB T: 8.6173e-06 eV
splitting at peak of c: 2.068e-05 eV
C/T: 1.2215e-08 eV K^-2 nm^-3
C/T converted: 1.2215e-11 eV K^-2 angstrom^-3
C/T converted: 1.957 J K^-2 m^-3
C at T: 1.2215e-09 eV K^-1 nm^-3
C at T converted: 0.1957 J K^-1 m^-3
edge of cubic region: 500 nm
systems per kB T in region: 1077
level spacing in region: 8.00e-09 eV
region C, explicit sum: 0.152688 eV/K
region C, formula: 0.152688 eV/K
region heat, 0.05 K to 0.1 K: 0.00573 eV
scatter of C between regions: 1.31 percent
CONDITIONS AND NEGLECTED EFFECTS
C/linear law, flat asymmetry, D0=20 kB T: 3.02e-06
upper end of flat density: 1.0 meV
bound on lost share of J at 0.1 K: 3.3e-47
lost share of J at 1 K: 0.089 percent
share of J left at 300 K: 2.93e-06
sound speeds: 5.8 and 3.8 km/s
phonon integral: 25.9758
phonon C/T^3: 1.0579e-08 eV K^-4 nm^-3
phonon C / tunnelling C at 0.1 K: 0.87 percent
temperature where both are equal: 1.075 K
transverse wavelength h v/(kB T): 1824 nm
rate prefactor at E = kB*0.1 K: 5e+04 s^-1
measurement time: 10 s
mean equilibrated density over P: 9.212
local exponent of C, formula: 1.1628
local exponent of C, direct: 1.1628
gain of C for tenfold time: 12.5 percent
```
